# Fitting hydrogen 2s with a PAW transformation built from 1s alone: test program

```python
# Result under test: for hydrogen with one 1s partial wave and r_c = 1 bohr,
#   T = 1 + |phi - phi_s><p|,
# the best smooth f (even polynomial of degree 6 inside, 2s outside, C2 at r_c)
# is f = f0 + t*g, t = <Tg|R0>/<Tg|Tg>, R0 = psi - T f0, g = (1-r^2)^3.
# phi: 1s state, phi_s: its smooth partner, p: projector, psi: 2s state,
# f0: quartic C2 continuation of psi into the sphere. Hartree atomic units.
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial import legendre
from scipy.linalg import null_space
from scipy.constants import physical_constants

hartree_in_ev = physical_constants["Hartree energy in eV"][0]
nodes, weights = legendre.leggauss(80)
r = (nodes + 1) / 2
vol = 4 * np.pi * r**2 * weights / 2


def inner(a, b):
    """Three-dimensional inner product of radial functions in the sphere."""
    return float(np.sum(vol * a * b))


def phi(x):
    return np.exp(-x) / np.sqrt(np.pi)


def psi(x):
    return (1 - x / 2) * np.exp(-x / 2) / np.sqrt(8 * np.pi)


def dpsi(x):
    return (-1 + x / 4) * np.exp(-x / 2) / np.sqrt(8 * np.pi)


phi_s = Poly([7/4, 0, -1, 0, 1/4]) * (np.exp(-1) / np.sqrt(np.pi))
f0 = Poly([67/64, 0, -23/32, 0, 11/64]) * (np.exp(-0.5) / np.sqrt(8*np.pi))
g = Poly([1, 0, -1])**3


def make_projector(power):
    shape = Poly([1, 0, -1])**power * phi_s
    return shape * (1 / inner(shape(r), phi_s(r)))


def image(f, p, x):
    return f(x) + inner(p(r), f(r)) * (phi(x) - phi_s(x))


def dimage(f, p, x):
    return f.deriv()(x) + inner(p(r), f(r)) * (-phi(x) - phi_s.deriv()(x))


def one_parameter_fit(p):
    start = psi(r) - image(f0, p, r)
    tg = image(g, p, r)
    t = inner(tg, start) / inner(tg, tg)
    square = inner(start, start) - inner(tg, start)**2 / inner(tg, tg)
    return t, np.sqrt(square)


def residual_with(count, p):
    """Least residual norm with 'count' free parameters in the polynomial."""
    start = psi(r) - image(f0, p, r)
    if count == 0:
        return np.sqrt(inner(start, start))
    columns = []
    for k in range(count):
        v = g(r) * legendre.legval(2 * r**2 - 1, np.eye(count)[k])
        columns.append(v + inner(p(r), v) * (phi(r) - phi_s(r)))
    m = np.array(columns).T
    root = np.sqrt(vol)
    c = np.linalg.lstsq(m * root[:, None], start * root, rcond=None)[0]
    return np.linalg.norm(root * (start - m @ c))


def energy_errors(f, p):
    """Energy error from the full Rayleigh quotient and from the residual."""
    chi, dchi = image(f, p, r), dimage(f, p, r)
    xo, wo = legendre.leggauss(300)
    ro = 1 + 79 * (xo + 1) / 2
    vo = 4 * np.pi * ro**2 * wo * 79 / 2
    norm = inner(chi, chi) + np.sum(vo * psi(ro)**2)
    total = 0.5 * inner(dchi, dchi) - inner(chi, chi / r)
    total += np.sum(vo * (0.5 * dpsi(ro)**2 - psi(ro)**2 / ro))
    res, dres = psi(r) - chi, dpsi(r) - dchi
    form = 0.5*inner(dres, dres) - inner(res, res / r) + inner(res, res)/8
    return total / norm + 1 / 8, form / norm


p = make_projector(2)
identity_p = Poly([0.0])
t_best, res_best = one_parameter_fit(p)
f_best = f0 + t_best * g
t_plain, res_plain = one_parameter_fit(identity_p)
f_plain = f0 + t_plain * g
res_compact = one_parameter_fit(make_projector(4))[1]
psi_norm = np.sqrt(inner(psi(r), psi(r)))

# Symbolic check of the C2 matching and of the odd Taylor terms
s, a = sp.symbols("s a", positive=True)
phi_sym = sp.exp(-s) / sp.sqrt(sp.pi)
psi_sym = (1 - s / 2) * sp.exp(-s / 2) / sp.sqrt(8 * sp.pi)
edge_psi = [float(sp.diff(psi_sym, s, n).subs(s, 1)) for n in range(3)]
edge_phi = [float(sp.diff(phi_sym, s, n).subs(s, 1)) for n in range(3)]
for n in range(3):
    smooth_phi = phi_s.deriv(n)(1.0) if n else phi_s(1.0)
    smooth_psi = f0.deriv(n)(1.0) if n else f0(1.0)
    assert abs(smooth_phi - edge_phi[n]) < 1e-13
    assert abs(smooth_psi - edge_psi[n]) < 1e-13
linear = sp.diff(psi_sym - a * phi_sym, s, 1).subs(s, 0)
cubic = sp.diff(psi_sym - a * phi_sym, s, 3).subs(s, 0)
a_linear = float(sp.solve(linear, a)[0])
a_cubic = float(sp.solve(cubic, a)[0])
assert abs(a_linear - 1 / np.sqrt(8)) < 1e-13
assert abs(a_cubic - 0.5 / np.sqrt(8)) < 1e-13
ratio = sp.series((1 - s / 2) * sp.exp(s / 2), s, 0, 4).removeO()
assert sp.expand(ratio - (1 - s**2 / 8 - s**3 / 24)) == 0

# T as a matrix on a uniform grid with Simpson weights
n_grid = 801
x = np.linspace(0, 1, n_grid)
h = x[1] - x[0]
simpson = np.full(n_grid, 2.0)
simpson[1::2] = 4.0
simpson[[0, -1]] = 1.0
grid_vol = 4 * np.pi * x**2 * simpson * h / 3
t_matrix = np.eye(n_grid) + np.outer(phi(x) - phi_s(x), p(x) * grid_vol)
assert np.max(np.abs(t_matrix @ phi_s(x) - phi(x))) < 1e-8

# Exact preimage: numerical inversion against the closed inverse
p_phi = inner(p(r), phi(r))
alpha_exact = inner(p(r), psi(r)) / p_phi
preimage = np.linalg.solve(t_matrix, psi(x))
closed = psi(x) - alpha_exact * (phi(x) - phi_s(x))
assert np.max(np.abs(preimage - closed)) < 1e-8
slope_exact = phi(0.0) * (alpha_exact - 1 / np.sqrt(8))
slope_grid = (-3 * preimage[0] + 4 * preimage[1] - preimage[2]) / (2 * h)
assert abs(slope_exact - slope_grid) < 1e-6
assert abs(slope_exact) > 1e-4

# Best fit from raw coefficients under edge constraints, with the matrix T
powers = np.array([0, 2, 4, 6])
edge = np.array([np.ones(4), powers, powers * (powers - 1)], dtype=float)
particular = np.linalg.lstsq(edge, np.array(edge_psi), rcond=None)[0]
free = null_space(edge)
assert free.shape[1] == 1
mapped = t_matrix @ (x[:, None] ** powers)
root = np.sqrt(grid_vol)
target = psi(x) - mapped @ particular
step = np.linalg.lstsq(root[:, None] * (mapped @ free), root * target,
                       rcond=None)[0]
raw = particular + free @ step
raw_residual = np.linalg.norm(root * (psi(x) - mapped @ raw))
assert np.allclose(raw, f_best.coef[::2], rtol=0, atol=1e-7)
assert abs(raw_residual - res_best) < 1e-8

# Cusp of the image, energy identity, role of the partial wave, convergence
alpha_best = inner(p(r), f_best(r))
slope_image = -phi(0.0) * alpha_best
d = 1e-4
near = image(f_best, p, np.array([0.0, d, 2 * d]))
assert abs((-3*near[0] + 4*near[1] - near[2]) / (2*d) - slope_image) < 1e-6
e_direct, e_form = energy_errors(f_best, p)
e_plain, e_plain_form = energy_errors(f_plain, identity_p)
assert abs(e_direct - e_form) < 1e-11
assert abs(e_plain - e_plain_form) < 1e-11
assert res_best < res_plain / 5
counts = [0, 1, 2, 4, 8, 12]
series = [residual_with(k, p) for k in counts]
assert abs(series[1] - res_best) < 1e-10
assert series[-1] < series[1] / 5

print("Sphere radius r_c = 1 bohr; functions in bohr^-3/2")
print(f"1s value at nucleus: {phi(0.0):.6f} bohr^-3/2")
print(f"2s value at nucleus: {psi(0.0):.6f} bohr^-3/2")
print(f"smooth 1s partner at nucleus: {phi_s(0.0):.6f} bohr^-3/2")
print("smooth 1s partner, coefficients of r^0, r^2, r^4 (a.u.):",
      " ".join(f"{c:.6f}" for c in phi_s.coef[::2]))
print("f0, coefficients of r^0, r^2, r^4 (a.u.):",
      " ".join(f"{c:.6f}" for c in f0.coef[::2]))
p_scale = p(0.0) / phi_s(0.0)
print(f"projector prefactor N in p = N(1-r^2)^2 phi_s: {p_scale:.6f}")
print(f"<p|1s> = {p_phi:.6f}")
print(f"<p|2s> = {inner(p(r), psi(r)):.6f}")
print(f"exact preimage amplitude alpha* = {alpha_exact:.6f}")
print(f"1/sqrt(8) = {a_linear:.6f}; half of it = {a_cubic:.6f}")
print(f"exact preimage slope at nucleus: {slope_exact:.6f} bohr^-5/2")
start_res = psi(r) - image(f0, p, r)
tg_values = image(g, p, r)
print(f"<p|f0> = {inner(p(r), f0(r)):.6f}")
print(f"<p|g> = {inner(p(r), g(r)):.6f} bohr^3/2")
print(f"<Tg|R0> = {inner(tg_values, start_res):.6e} bohr^3/2")
print(f"<Tg|Tg> = {inner(tg_values, tg_values):.6f} bohr^3")
print(f"best parameter t = {t_best:.6e} bohr^-3/2")
print("best f, coefficients of r^0, r^2, r^4, r^6 (a.u.):",
      " ".join(f"{c:.6f}" for c in f_best.coef[::2]))
print(f"<p|f> for best f = {alpha_best:.6f}")
print(f"2s probability inside sphere = {psi_norm**2:.6f}")
print(f"2s norm inside sphere = {psi_norm:.6f}")
print(f"residual norm, best f = {res_best:.4e}")
print(f"relative residual, best f = {100*res_best/psi_norm:.4f} percent")
print(f"residual norm, T = identity = {res_plain:.4e}")
print(f"relative, T = identity = {100*res_plain/psi_norm:.4f} percent")
print(f"ratio identity / PAW residual = {res_plain/res_best:.2f}")
print(f"relative, compact projector (1-r^2)^4 = "
      f"{100*res_compact/psi_norm:.4f} percent")
for q in (0.0, 0.25, 0.5, 0.75):
    chi_q = image(f_best, p, q)
    print(f"r = {q:.2f} bohr: 2s {psi(q):.6f}, f {f_best(q):.6f}, "
          f"Tf {chi_q:.6f}, residual {psi(q)-chi_q:.3e} bohr^-3/2")
print(f"slope at nucleus: Tf {slope_image:.6f}, 2s {dpsi(0.0):.6f} bohr^-5/2")
print(f"slope/value of Tf at nucleus = {slope_image/near[0]:.6f} bohr^-1")
print(f"energy error of Tf = {e_direct:.4e} hartree "
      f"= {1e3*e_direct*hartree_in_ev:.4e} meV")
print(f"energy error, T = identity = {e_plain:.4e} hartree")
for k, value in zip(counts, series):
    print(f"free parameters {k:2d}, degree {2*k+4:2d}: relative residual "
          f"{100*value/psi_norm:.5f} percent")
print("all assertions hold")
```

Running it gives:

```
Sphere radius r_c = 1 bohr; functions in bohr^-3/2
1s value at nucleus: 0.564190 bohr^-3/2
2s value at nucleus: 0.199471 bohr^-3/2
smooth 1s partner at nucleus: 0.363219 bohr^-3/2
smooth 1s partner, coefficients of r^0, r^2, r^4 (a.u.): 0.363219 -0.207554 0.051888
f0, coefficients of r^0, r^2, r^4 (a.u.): 0.126657 -0.086958 0.020794
projector prefactor N in p = N(1-r^2)^2 phi_s: 11.318010
<p|1s> = 1.109017
<p|2s> = 0.375398
exact preimage amplitude alpha* = 0.338496
1/sqrt(8) = 0.353553; half of it = 0.176777
exact preimage slope at nucleus: -0.008495 bohr^-5/2
<p|f0> = 0.335063
<p|g> = 1.312522 bohr^3/2
<Tg|R0> = 9.452880e-04 bohr^3/2
<Tg|Tg> = 0.353444 bohr^3
best parameter t = 2.674509e-03 bohr^-3/2
best f, coefficients of r^0, r^2, r^4, r^6 (a.u.): 0.129331 -0.094982 0.028818 -0.002675
<p|f> for best f = 0.338573
2s probability inside sphere = 0.034316
2s norm inside sphere = 0.185247
residual norm, best f = 2.9636e-04
relative residual, best f = 0.1600 percent
residual norm, T = identity = 4.9447e-03
relative, T = identity = 2.6692 percent
ratio identity / PAW residual = 16.68
relative, compact projector (1-r^2)^4 = 0.1261 percent
r = 0.00 bohr: 2s 0.199471, f 0.129331, Tf 0.197374, residual 2.097e-03 bohr^-3/2
r = 0.25 bohr: 2s 0.154029, f 0.123507, Tf 0.153620, residual 4.087e-04 bohr^-3/2
r = 0.50 bohr: 2s 0.116511, f 0.107345, Tf 0.116698, residual -1.867e-04 bohr^-3/2
r = 0.75 bohr: 2s 0.085684, f 0.084546, Tf 0.085770, residual -8.640e-05 bohr^-3/2
slope at nucleus: Tf -0.191019, 2s -0.199471 bohr^-5/2
slope/value of Tf at nucleus = -0.967803 bohr^-1
energy error of Tf = 2.2019e-06 hartree = 5.9918e-02 meV
energy error, T = identity = 6.6944e-04 hartree
free parameters  0, degree  4: relative residual 0.87311 percent
free parameters  1, degree  6: relative residual 0.15998 percent
free parameters  2, degree  8: relative residual 0.06278 percent
free parameters  4, degree 12: relative residual 0.02002 percent
free parameters  8, degree 20: relative residual 0.00549 percent
free parameters 12, degree 28: relative residual 0.00242 percent
all assertions hold
```
